# Why surface recombination peaks at equal capture rates, not equal densities

**Question.** A semiconductor surface has defect states near midgap, and electrons and holes recombine through them. The separation of the two quasi-Fermi levels at the surface is held fixed, while charge in a dielectric or on a gate bends the bands and so changes the surface densities. Recombination needs one electron and one hole, which suggests that it should be fastest when the two are equally abundant. Why does the maximum lie instead at a density ratio set by the capture cross-sections?

**Answer.** A recombination event consists of two captures, one after the other, by the same state. What has to be balanced is the waiting time for each capture, and a waiting time depends on how readily the state captures a carrier as well as on how many carriers there are.

### What is held fixed

Let $n$ and $p$ be the electron and hole densities at the surface, and let $\Delta$ be the quasi-Fermi splitting there, an energy. For non-degenerate carriers,

$$np=n_i^2e^{\Delta/kT}\equiv m^2,\qquad m=n_ie^{\Delta/2kT},$$

where $n_i$ is the intrinsic density. Band bending multiplies one density by a factor and divides the other by the same factor. All points with the same splitting can therefore be written as

$$n=me^{u},\qquad p=me^{-u},\qquad \frac np=e^{2u}.$$

The single variable $u$ is the height of the mean quasi-Fermi level above the intrinsic level at the surface, in units of $kT$. Equal densities mean $u=0$. A small change $du$ raises $\ln n$ by $du$ and lowers $\ln p$ by the same amount, so one per cent more electrons costs one per cent of the holes.

### The mechanism: two waits in series

Suppose that the surface has $N_t$ identical, independent states per unit area, each either empty or holding one electron. An empty state captures an electron at the rate $c_nn$, and a filled one captures a hole at the rate $c_pp$. The capture coefficients are

$$c_n=\sigma_nv_n,\qquad c_p=\sigma_pv_p,$$

with $\sigma$ the capture cross-section and $v$ the thermal speed of the carrier. They are taken not to depend on the band bending.

Far above equilibrium, a state near midgap seldom returns a captured carrier to its band. Emission can then be left out for the moment. The state waits on average $\tau_n=1/(c_nn)$ for an electron and then $\tau_p=1/(c_pp)$ for a hole. The rate per state is

$$R=\frac1{\tau_n+\tau_p}.$$

While it waits for a hole, the state is filled. Its mean occupancy $f$ is therefore the share of the cycle spent waiting for a hole:

$$f=\frac{\tau_p}{\tau_n+\tau_p}=\frac{c_nn}{c_nn+c_pp}.$$

Now change the densities slightly. Since $d\tau_n=-\tau_n\,d\ln n$ and $d\tau_p=-\tau_p\,d\ln p$,

$$d\ln R=-\frac{d\tau_n+d\tau_p}{\tau_n+\tau_p}=(1-f)\,d\ln n+f\,d\ln p .$$

Extra carriers of one kind help in proportion to the time spent waiting for that kind. At fixed splitting $d\ln n=du$ and $d\ln p=-du$, so

$$\frac{d\ln R}{du}=1-2f .$$

The rate is stationary when the state is half filled, which means equal waits, $c_nn=c_pp$.

This also shows what is wrong with equal densities. If $c_n\gg c_p$ and $n=p$, an emptied state refills almost at once and then waits a long time for a hole. Electrons are in surplus and holes are the bottleneck. Trading electrons for holes lengthens a wait that hardly matters and shortens the one that does. The trade pays until the two waits are equal.

### The formula, with emission included

Emission rates follow from equilibrium, where each capture process is balanced by its own reverse. Let $E$ be the energy of the state measured from the intrinsic level, with any degeneracy factor absorbed in it, and let the equilibrium Fermi level lie at $\phi$ on the same scale. Then

$$n_0=n_ie^{\phi/kT},\qquad p_0=n_ie^{-\phi/kT},\qquad \frac{1-f_0}{f_0}=e^{(E-\phi)/kT}.$$

The electron emission rate $e_n$ must satisfy $e_nf_0=c_nn_0(1-f_0)$, and the hole emission rate $e_p$ must satisfy $e_p(1-f_0)=c_pp_0f_0$. Hence

$$e_n=c_nn_1,\quad n_1=n_ie^{E/kT};\qquad e_p=c_pp_1,\quad p_1=n_ie^{-E/kT}.$$

The Fermi level has dropped out. These rates are properties of the state, and they are assumed to hold away from equilibrium too.

In the steady state the net capture of electrons equals the net capture of holes:

$$c_nn(1-f)-c_nn_1f=c_ppf-c_pp_1(1-f).$$

Collecting the terms in $f$ gives

$$f=\frac{c_nn+c_pp_1}{D},\qquad 1-f=\frac{c_nn_1+c_pp}{D},\qquad D=c_n(n+n_1)+c_p(p+p_1).$$

Put these into the left side and multiply by $N_t$ to obtain the recombination rate per area:

$$U=\frac{N_tc_n}{D}\left[n(c_nn_1+c_pp)-n_1(c_nn+c_pp_1)\right].$$

The terms $c_nnn_1$ cancel, and $n_1p_1=n_i^2$, so

$$U=\frac{N_tc_nc_p\,(np-n_i^2)}{c_n(n+n_1)+c_p(p+p_1)} .$$

At fixed splitting the numerator is constant, and so are $n_1$ and $p_1$. Band bending acts through the sum $c_nn+c_pp$ alone. To find the minimum of this sum, define

$$u_0=\tfrac12\ln\frac{c_p}{c_n},\qquad\text{so that}\quad c_n=\sqrt{c_nc_p}\,e^{-u_0},\quad c_p=\sqrt{c_nc_p}\,e^{u_0}.$$

Then

$$c_nn+c_pp=m\sqrt{c_nc_p}\left(e^{u-u_0}+e^{-(u-u_0)}\right)=2m\sqrt{c_nc_p}\,\cosh(u-u_0).$$

The hyperbolic cosine has one minimum, at $u=u_0$. For $\Delta>0$ the rate $U$ therefore has one maximum, at

$$\boxed{\frac np=e^{2u_0}=\frac{c_p}{c_n}=\frac{\sigma_pv_p}{\sigma_nv_n}}$$

When the thermal speeds are equal, this is the hole-to-electron cross-section ratio $\sigma_p/\sigma_n$. When they differ, the capture coefficients decide. Equal densities are optimal if and only if $c_n=c_p$.

### What the position of the level does

The level energy does not appear in $u_0$, so a midgap position is not needed for the location of the peak. It governs how pronounced the peak is. The emission terms can be rewritten in the same way as the capture terms:

$$c_nn_1+c_pp_1=2n_i\sqrt{c_nc_p}\,\cosh\!\left(\frac E{kT}-u_0\right).$$

Dividing numerator and denominator of $U$ by $2m\sqrt{c_nc_p}$ gives

$$U=\frac{N_t\sqrt{c_nc_p}}{2}\,\frac{m^2-n_i^2}{m}\,\frac1{\cosh(u-u_0)+b},\qquad b=\frac{n_i}{m}\cosh\!\left(\frac E{kT}-u_0\right),$$

and therefore

$$\frac{U}{U_{\max}}=\frac{1+b}{\cosh(u-u_0)+b}.$$

Two cases follow.

*Small $b$.* This holds for a state near midgap at large splitting. The peak is sharp, and the state is close to half filled at the top. Half maximum is reached where $\cosh(u-u_0)=2$, which is $|u-u_0|=1.317$. At equal densities the rate is the fraction $1/\cosh u_0$ of its maximum.

*Large $b$.* This holds once $|E-u_0kT|$ exceeds $\Delta/2$ by a few $kT$, as for a level far from midgap. A smaller splitting lowers the distance needed. Most captured carriers are emitted again, the constant $b$ dominates the denominator, and the peak becomes low and flat. The occupancy at the top is no longer one half, yet the top stays at $c_nn=c_pp$.

For $\Delta<0$, as in a depleted, reverse-biased region, $np<n_i^2$ and $U$ is negative: the states generate carriers. The denominator is unchanged, so the generation rate is greatest at the same ratio. For $\Delta=0$ the rate vanishes at every $u$ and there is no peak.

The location was tested by a numerical search for the largest $|U|$, with the rate computed from the balance of filling and emptying. It covered levels at $-0.25$, 0, 0.2 and 0.3 eV, coefficient ratios $c_n/c_p$ of 125, 1 and 1/125, and splittings of 0.4, 0.55 and $-0.2$ eV. In every combination the maximum lay within 0.001 of $u_0$.

### The number: an oxidised silicon surface

Take n-type silicon at 300 K ($kT=25.85$ meV) with $n_i=10^{10}$ cm$^{-3}$ and $10^{15}$ donors per cm$^3$. The surface has $N_t=10^{10}$ cm$^{-2}$ midgap states with $\sigma_n=10^{-14}$ cm$^2$ and $\sigma_p=10^{-16}$ cm$^2$. The thermal speeds are $2.0\times10^7$ cm/s for electrons and $1.6\times10^7$ cm/s for holes, and the splitting is 0.55 eV. Then

$$c_n=2.0\times10^{-7},\quad c_p=1.6\times10^{-9}\ \text{cm}^3/\text{s},\quad \frac{c_n}{c_p}=125,\quad m=4.17\times10^{14}\ \text{cm}^{-3}.$$

The peak lies at $u_0=-\tfrac12\ln125=-2.414$, which is a shift of the surface potential energy by 62.4 meV from the point of equal densities. There $n/p=1/125=0.008$, with

$$n=me^{-2.414}=3.73\times10^{13},\qquad p=me^{2.414}=4.66\times10^{15}\ \text{cm}^{-3}.$$

The two points compare as follows, at the same splitting.

| | $n=p$ | peak |
|---|---|---|
| $c_nn$ (1/s) | $8.33\times10^7$ | $7.45\times10^6$ |
| $c_pp$ (1/s) | $6.67\times10^5$ | $7.45\times10^6$ |
| occupancy | 0.992 | 0.500 |
| mean time per event (ns) | 1512 | 268 |
| $U$ (cm$^{-2}$ s$^{-1}$) | $6.6\times10^{15}$ | $3.73\times10^{16}$ |

At equal densities the state spends 99.2% of its time waiting for a hole. Raising $p$ alone by 1% would raise the rate by 0.99%, while raising $n$ alone by 1% would raise it by 0.008%. At the peak each would give 0.5%.

Moving from equal densities to the peak raises recombination by a factor of 5.63, in agreement with $\cosh(2.414)$. The peak rate corresponds to 6.0 mA/cm$^2$. It falls to half when the band bending moves 34 meV to either side, so equal densities lie well outside the half-maximum range.

Using the cross-section ratio 0.01 in place of the coefficient ratio 0.008 costs little here: the rate at that point is 99.4% of the maximum.

A state at $E=0.3$ eV shows the second case. From the formula for $b$,

$$b=\frac{10^{10}}{4.17\times10^{14}}\cosh(11.61+2.41)\approx14.7 .$$

The rate at equal densities is then $(1+14.7)/(5.63+14.7)=0.77$ of its maximum, so the preference for the unequal ratio is weak. The occupancy at the maximum is 0.032.

### Reaching the peak with external charge

The charge needed to bend the bands follows from Poisson's equation. Let $v$ be the upward bending in units of $kT$, and let $n_b$ and $p_b$ be the densities in the neutral interior just below the surface layer. Neutrality, $n_b=p_b+N_D$, and $n_bp_b=m^2$ give $n_b=1.15\times10^{15}$ and $p_b=1.51\times10^{14}$ cm$^{-3}$. With flat quasi-Fermi levels,

$$\frac{d^2v}{dx^2}=\frac{q^2}{\varepsilon kT}\left(p_be^{v}-n_be^{-v}+N_D\right).$$

Here $q$ is the elementary charge and $\varepsilon$ the permittivity. Multiply by $dv/dx$ and integrate from the interior, where $v$ and its slope vanish. The field is $F=(kT/q)|dv/dx|$, so at the surface

$$F^2=\frac{2kT}{\varepsilon}\left[p_b(e^{v}-1)+n_b(e^{-v}-1)+N_Dv\right].$$

The peak requires $v=\ln(p/p_b)=3.43$, or 88.7 meV. The bracket is $(4.51-1.11+3.43)\times10^{15}\approx6.8\times10^{15}$ cm$^{-3}$. With relative permittivity 11.7, $F=7.4\times10^3$ V/cm. By Gauss's law the balancing negative charge outside the silicon is $\varepsilon F/q=4.8\times10^{10}$ elementary charges per cm$^2$. Equal densities need $1.35\times10^{10}$ cm$^{-2}$.

In this example, then, adding negative charge beyond the point of equal densities first makes recombination worse, at the same splitting. Past the peak the rate falls as electrons are driven away, but it returns to its equal-density value only at $u=2u_0$. By the same formula for $F$, that takes about $1.4\times10^{11}$ charges per cm$^2$, nearly three times the charge at the peak. Beyond the peak, only a larger charge brings recombination below that value. On the other side of the peak, less negative charge than equal densities need also does so. With no net charge outside the silicon, counting any charge in the surface states, the bands are flat, $u=\tfrac12\ln(n_b/p_b)=1.02$, and the rate is $\cosh(2.41)/\cosh(3.43)=0.36$ of its equal-density value. To improve on flat bands, the negative charge must exceed about $2.2\times10^{11}$ per cm$^2$. The states can themselves hold up to $N_t$ charges, about a fifth of the charge needed at the peak. That changes how much charge the dielectric must supply, but not the density ratio at the maximum.

### How far the model can be trusted

The chosen values are roughly those of a well-passivated thermal oxide on silicon, where measurements near midgap have given electron capture much stronger than hole capture. A cross-section ratio of 100 is a rough figure, and reported values scatter widely. The fixed charge of a thermal oxide is positive, which on this n-type surface bends the bands away from the peak; the negative charge of the example has to come from a gate, deposited corona charge or another dielectric such as aluminium oxide. Real interface states are spread through the gap, and their cross-sections vary with energy. If all states share one ratio $c_n/c_p$, each contribution peaks at the same $u_0$, and so does the sum. If the ratio varies, each contribution rises below its own $u_0$ and falls above it, so any maximum of the sum lies between the smallest and the largest $u_0$. Widely different ratios can give more than one maximum. For a uniform spread of states over $\pm0.5$ eV, with $\sigma_n$ rising tenfold per 0.2 eV and $\sigma_p$ constant, the computed maximum moves from $n/p=0.008$ to 0.0035. The rate at the midgap ratio is still 95.5% of that maximum. The direction of the slope matters: with $\sigma_n$ falling tenfold per 0.2 eV instead, the maximum moves to $n/p=0.0003$, and the midgap ratio gives only 57% of it. Defects that can hold zero, one or two electrons, such as silicon dangling bonds, need a larger balance than the one solved here.

Other neglected effects are these:

- The splitting must be the one at the surface. With uniform generation, the flux feeding the surface grows linearly from zero at mid-wafer to $U$, so the density drop over a half-thickness $L$ is $UL/2D_a$, with $D_a$ the ambipolar diffusion coefficient. For $L=100$ µm and rough mobilities of 1300 and 450 cm$^2$/Vs, it is $1.5\times10^{13}$ cm$^{-3}$, or 10% of $p_b$.
- Within the surface layer, the electron quasi-Fermi level drops by about 0.004 meV and the hole level changes by about 0.01 meV, both counted beyond the gradient already present in the interior, so treating both as flat is safe.
- Degeneracy changes the surface hole density by about 0.005% at the peak, and by about 0.2% at a charge of $2.2\times10^{11}$ cm$^{-2}$.
- Quantum levels in the surface field, estimated for a triangular well and a mass of half the free-electron mass, begin about 6 meV apart at the peak. This is below $kT$ but not negligible. At a charge of $2.2\times10^{11}$ cm$^{-2}$ the field is nearly five times larger, the same estimate gives about 17 meV, and the lowest level lies roughly $kT$ from the band edge, so that charge is good to about 10% only. The densities here are classical ones, and any change in the carrier density within the first few nanometres has to be absorbed in the capture coefficients. So far as that change varies with the band bending, the coefficients are no longer constant and the peak can shift.

The remaining values are in the numerical output.

## Table of computed values

```
temperature 300 K, kT = 25.85 meV
intrinsic density 1.0e+10, doping 1.0e+15 cm^-3
surface states 1.0e+10 cm^-2, splitting 0.55 eV
cross-sections: electron 1.0e-14, hole 1.0e-16 cm^2
thermal speeds: electron 2.0e+07, hole 1.6e+07 cm/s
capture coefficients c_n 2.00e-07, c_p 1.60e-09 cm^3/s
coefficient ratio c_n/c_p = 125.0
m = sqrt(np) = 4.167e+14 cm^-3
peak found at u = -2.4142, n/p = 0.00800
peak shift from n = p: -62.4 meV
at peak: n = 3.727e+13, p = 4.659e+15 cm^-3
capture rates at peak: c_n n 7.454e+06, c_p p 7.454e+06 1/s
capture rates at n = p: c_n n 8.333e+07, c_p p 6.667e+05 1/s
occupancy: at peak 0.4999, at n = p 0.9920
rate per state: peak 3.726e+06, n = p 6.614e+05 1/s
cycle time: peak 268.4 ns, n = p 1512.0 ns
U: peak 3.726e+16, n = p 6.614e+15 cm^-2 s^-1
recombination current at peak 5.970 mA/cm^2
U(peak)/U(n = p) = 5.634
U at n/p = sigma_p/sigma_n, over peak: 0.9938
d ln U/d ln n, d ln U/d ln p at n = p: 0.0080, 0.9921
the same at peak: 0.5001, 0.5001
half maximum at +-1.3170 kT = +-34.0 meV from peak
level at 0.3 eV: occupancy at peak 0.0318
level at 0.3 eV: U(n = p)/U(peak) = 0.7721
simulated rate, level 0.2 eV: 2.857e+06 1/s at c_n n = c_p p
closed rate, same case: 2.851e+06 1/s
bulk densities: n 1.151e+15, p 1.509e+14 cm^-3
upward bending: peak 88.7, n = p 26.3 meV
surface field: peak 7387, n = p 2093 V/cm
negative charges needed: peak 4.78e+10, n = p 1.35e+10 cm^-2
state charge N_t over charge needed at peak: 0.209
neglected: degeneracy correction to p 5.5e-05 (relative)
neglected: electron quasi-Fermi drop in layer 0.0036 meV
mobilities used: electron 1300, hole 450 cm^2/Vs
neglected: density drop over 100 um half-wafer 1.48e+13 cm^-3
that drop over bulk hole density: 0.098
neglected: spacing of lowest surface levels 6.1 meV
sloped sigma_n (x10 per 0.2 eV), continuum: peak u -2.830
sloped case: n/p at peak 0.00348
sloped case: U at n/p = midgap c_p/c_n, over its peak 0.9553
```
